# Berry-phase polarization and quantized charge transport in a Rice-Mele chain

**Question**

I am learning how polarization is defined for first-principles permittivity calculations, and I am stuck on a model exercise. A chain has two sites per cell of length $a$: A at $na$ and B at $na+a/2$. The site energies are $+\Delta$ on A and $-\Delta$ on B. The hopping amplitude is $-(t+\delta)$ inside a cell and $-(t-\delta)$ between cells, with $t>0$. The lower band is full.

I have to compute the Berry-phase polarization and show that taking $(\delta,\Delta)$ once round the gapless point transports one electron per filled spin channel. But the Hamiltonian returns to its starting value, and so does the polarization, apart from an undetermined multiple of $e$. How can a definite charge have moved? And how do I get the number one, with its sign, for a loop of any shape?

**Answer**

The polarization at one point of the loop is known only modulo $e$, but its change along a path is a time-integrated current, which has no ambiguity. You therefore need the polarization, the proof that its rate of change is the current, and its integral round the loop. I treat one spin channel, without interactions, spin mixing or applied field. The chain is infinite, the sites stay fixed, and the parameters change slowly.

**The Bloch matrix and its gap**

Put the actual site positions into the Bloch phases, so a state has amplitude $e^{ikx}u_j(k)$ on the site of type $j$ at position $x$. An A site has one B neighbour at distance $+a/2$ in its own cell and one at $-a/2$ in the previous cell. Hence

$$h_{AB}=-(t+\delta)e^{ika/2}-(t-\delta)e^{-ika/2}=-2t\cos\tfrac{ka}{2}-2i\delta\sin\tfrac{ka}{2}.$$

Writing $h=\mathbf d\cdot\boldsymbol\sigma$, for which $h_{AB}=d_x-id_y$, gives

$$\mathbf d=\left(-2t\cos\tfrac{ka}{2},\;2\delta\sin\tfrac{ka}{2},\;\Delta\right).$$

Since $h^2=|\mathbf d|^2$, the band energies are $\pm E$, with

$$E^2=\Delta^2+4t^2\cos^2\tfrac{ka}{2}+4\delta^2\sin^2\tfrac{ka}{2}.$$

For $E=0$ all three terms must vanish. The cosine vanishes at $k=\pi/a$, where the sine is 1, so $\delta=\Delta=0$. This is the single gapless point in the parameter plane. For $|\delta|\le t$ the minimum of $E$ is at $k=\pi/a$, and the gap is $2\sqrt{\Delta^2+4\delta^2}$.

**The Wannier centre and the polarization**

Let $u$ be the normalized lower-band vector. Its Wannier function has amplitudes

$$w_j(x)=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}e^{ikx}u_j(k)\,dk .$$

Choose the phase of $u$ so that $e^{ikx}u_j(k)$ is periodic in $k$. Raising $k$ by $2\pi/a$ multiplies $e^{ikx}$ by $1$ on A and by $-1$ on B, so

$$u(k+2\pi/a)=\mathrm{diag}(1,-1)\,u(k).$$

To find the mean position, use $xe^{ikx}=-i\partial_ke^{ikx}$ and integrate by parts. The boundary term vanishes by periodicity:

$$x\,w_j(x)=\frac{a}{2\pi}\int e^{ikx}\,i\partial_ku_j\,dk .$$

Multiplying by $w_j^*(x)$ and summing over sites, with Parseval's relation for the sum over cells, gives

$$\bar x=\frac{a}{2\pi}\int A_k\,dk,\qquad A_k=i\langle u|\partial_ku\rangle .$$

A phase change $u\to e^{i\chi(k)}u$ turns $A_k$ into $A_k-\partial_k\chi$. The allowed $\chi$ changes by $2\pi m$ across the zone, with integer $m$, so $\bar x$ shifts by $-ma$. This is the freedom to choose which cell's Wannier function to follow.

On a grid of spacing $\eta$, $\langle u_k|u_{k+\eta}\rangle\approx1-iA_k\eta$. The integral of $A_k$ is therefore approximated by minus the phase of the product of neighbouring overlaps, closed with the boundary matrix above. Arbitrary phases of the numerical eigenvectors cancel in this product.

For neutrality, place an ionic charge $+e/2$ on each site per spin channel. The ionic dipole per cell is $(e/2)(a/2)=ea/4$, and the electron contributes $-e\bar x$. Dividing by $a$,

$$P=\frac e4-\frac{e\bar x}{a}\quad\text{modulo }e .$$

In one dimension $P$ is a dipole per length, so it has the unit of charge.

**Why its change is the transported charge**

With our phases $h(k)=e^{-ikx}He^{ikx}$, and the velocity operator $(i/\hbar)[H,x]$ becomes $\partial_kh/\hbar$. Let $|v\rangle$ be the upper-band vector. When the parameters change slowly, the evolving state is, up to a phase, $|u\rangle+c|v\rangle$ with small $c$. Project the Schrödinger equation on $|v\rangle$ and drop $\dot c$, which is of second order in the rate:

$$-Ec+i\hbar\langle v|\partial_tu\rangle=Ec
\quad\Rightarrow\quad c=\frac{i\hbar\langle v|\partial_tu\rangle}{2E}.$$

Differentiating $h|u\rangle=-E|u\rangle$ and projecting on $|v\rangle$ gives $\langle v|\partial_kh|u\rangle=-2E\langle v|\partial_ku\rangle$. To first order the mean velocity at $k$ is then

$$\begin{aligned}
\frac1\hbar\langle\partial_kh\rangle&=-\frac{\partial_kE}{\hbar}+\frac2\hbar\,\mathrm{Re}\left[c\,\langle u|\partial_kh|v\rangle\right]\\
&=-\frac{\partial_kE}{\hbar}+2\,\mathrm{Re}\left[-i\langle\partial_ku|v\rangle\langle v|\partial_tu\rangle\right]\\
&=-\frac{\partial_kE}{\hbar}+2\,\mathrm{Im}\langle\partial_ku|\partial_tu\rangle .
\end{aligned}$$

The last line uses $|v\rangle\langle v|=1-|u\rangle\langle u|$. The subtracted piece $\langle\partial_ku|u\rangle\langle u|\partial_tu\rangle$ is a product of two imaginary numbers, so it is real and drops out.

The full band averages the first term to zero. For the second, define $A_t=i\langle u|\partial_tu\rangle$. The mixed derivatives cancel in

$$\partial_tA_k-\partial_kA_t=i\langle\partial_tu|\partial_ku\rangle-i\langle\partial_ku|\partial_tu\rangle=2\,\mathrm{Im}\langle\partial_ku|\partial_tu\rangle .$$

The boundary matrix is constant in time, so $A_t$ is periodic in $k$ and $\partial_kA_t$ integrates to zero. Therefore

$$\frac{a}{2\pi}\int\frac{\langle\partial_kh\rangle}{\hbar}\,dk=\frac{d\bar x}{dt}.$$

The left side is the mean electron velocity. With one electron per cell, a mean displacement $\ell$ sends $\ell/a$ electrons through a cross-section, averaged over the position of that cross-section in the cell. During the cycle the two kinds of bond can pass different amounts, because the charges on A and B change. After a slow closed cycle these charges are back at their starting values, so every cross-section has passed the same number. The cell-averaged electric current is $-(e/a)\,d\bar x/dt=dP/dt$. This answers your first question: follow $\bar x$ continuously, and do not reduce it modulo $a$ on the way.

**The slope of the centre**

Let $\lambda$ be $\delta$ or $\Delta$. The same steps with $\lambda$ in place of $t$, and with $\langle v|\partial u\rangle=-\langle v|\partial h|u\rangle/2E$ for both derivatives, give

$$2\,\mathrm{Im}\langle\partial_ku|\partial_\lambda u\rangle=\frac{1}{2E^2}\mathrm{Im}\langle u|\partial_kh\,\partial_\lambda h|u\rangle .$$

The product of Pauli matrices is $\partial_kh\,\partial_\lambda h=\partial_k\mathbf d\cdot\partial_\lambda\mathbf d+i\boldsymbol\sigma\cdot(\partial_k\mathbf d\times\partial_\lambda\mathbf d)$. In the lower band $\langle\boldsymbol\sigma\rangle=-\mathbf d/E$. Hence

$$\frac{\partial\bar x}{\partial\lambda}=-\frac{a}{4\pi}\int\frac{\mathbf d\cdot(\partial_k\mathbf d\times\partial_\lambda\mathbf d)}{E^3}\,dk .$$

Write $C=\cos(ka/2)$ and $S=\sin(ka/2)$. Then $\partial_k\mathbf d=a(tS,\delta C,0)$, $\partial_\Delta\mathbf d=(0,0,1)$ and $\partial_\delta\mathbf d=(0,2S,0)$. The triple products are

$$\mathbf d\cdot a(\delta C,-tS,0)=-2at\delta(C^2+S^2)=-2at\delta$$

for $\Delta$, and $\mathbf d\cdot a(0,0,2tS^2)=2at\Delta S^2$ for $\delta$. So

$$\frac{\partial\bar x}{\partial\Delta}=\frac{a^2t\delta}{2\pi}\int\frac{dk}{E^3},\qquad
\frac{\partial\bar x}{\partial\delta}=-\frac{a^2t\Delta}{2\pi}\int\frac{S^2\,dk}{E^3}.$$

At $\delta=0.20$ eV, $\Delta=0.35$ eV and $t=1$ eV these are $0.239\,a$/eV and $-0.371\,a$/eV. Finite differences of the overlap-product centre agree with both integrals to the five decimals printed. The signs make sense: for $\delta>0$, raising the energy of A pushes the electron from the bond centre towards B, on its right, while raising $\delta$ strengthens the intracell bond and draws the electron back towards the bond centre.

**One circuit gives one cell**

Locally $\bar x$ is a smooth function of $(\delta,\Delta)$ wherever the gap is open. Its accumulated change round a loop therefore does not alter when the loop is deformed without touching the origin. Deform a single counterclockwise loop, with $\delta$ horizontal and $\Delta$ vertical, into a rectangle with sides at $\delta=\pm\delta_0$ and $\Delta=\pm L$, and let $L\to\infty$.

On a vertical side, integrate over $\Delta$ first. With $b^2=4t^2C^2+4\delta^2S^2$, an antiderivative of $(\Delta^2+b^2)^{-3/2}$ is $\Delta/(b^2\sqrt{\Delta^2+b^2})$, so the integral over all $\Delta$ is $2/b^2$. Now put $y=ka/2$, $dk=(2/a)\,dy$, and then $z=\tan y$:

$$\begin{aligned}
\bar x(\infty)-\bar x(-\infty)
&=\frac{a^2t\delta}{2\pi}\,\frac2a\int_{-\pi/2}^{\pi/2}\frac{dy}{2(t^2\cos^2y+\delta^2\sin^2y)}\\
&=\frac{at\delta}{2\pi}\int_{-\infty}^{\infty}\frac{dz}{t^2+\delta^2z^2}
=\frac{at\delta}{2\pi}\,\frac{\pi}{t|\delta|}=\frac a2\,\mathrm{sgn}\,\delta .
\end{aligned}$$

The right side is traversed upwards and gives $+a/2$. The left side has slope of the opposite sign but is traversed downwards, so it also gives $+a/2$. On the horizontal sides $E\ge L$ and $S^2\le1$, so

$$\left|\frac{\partial\bar x}{\partial\delta}\right|\le\frac{a^2tL}{2\pi}\,\frac{2\pi}{a}\,\frac1{L^3}=\frac{at}{L^2},$$

and their contribution vanishes. The result is

$$\oint d\bar x=a,\qquad \Delta P_{\rm cycle}=-e .$$

One electron per filled spin channel moves one cell to the right. If both spin channels are filled, their currents add and two electrons move. A loop winding $w$ times deforms into $w$ such circuits and moves $w$ electrons; clockwise turns count as negative. A loop with $w=0$ can be shrunk to a point without closing the gap, so it moves none. Numerically followed loops with $w=1,-1,2,0$ gave these integers, including one reaching $\delta=2t$. A loop through the origin has no defined answer here: the gap closes and the adiabatic argument fails.

**Where the electron is during the cycle**

Symmetry fixes four positions. At $\Delta=0$ the chain is symmetric about the middle of the intracell bond, at $a/4$, so $\bar x$ can be $a/4$ or $3a/4$ modulo $a$. For $\delta=t$ the intercell hopping vanishes and the electron sits on the isolated intracell bond, at $a/4$. The gap stays open for all $\delta>0$, so the value cannot jump. The same argument from $\delta=-t$ gives $3a/4$ for all $\delta<0$.

At $\delta=0$ the chain is symmetric about each site, which allows $0$ or $a/2$. For large positive $\Delta$ the electron is on B, at $a/2$; for large negative $\Delta$ it is on A. The cycle therefore hands the electron from bond to B site, to the next bond, to the next A site, and on to a bond equivalent to the first.

It never turns back on an elliptical loop $2\delta=\rho\cos\theta$, $\Delta=\rho\sin\theta$. By the chain rule,

$$\begin{aligned}
\frac{d\bar x}{d\theta}&=\rho\cos\theta\,\frac{\partial\bar x}{\partial\Delta}-\frac{\rho\sin\theta}{2}\,\frac{\partial\bar x}{\partial\delta}\\
&=\frac{a^2t\rho^2}{4\pi}\int\frac{\cos^2\theta+S^2\sin^2\theta}{E^3}\,dk>0 .
\end{aligned}$$

For a small loop, $\rho\ll t$, the integral comes mainly from $k=\pi/a+q$ with small $q$. There $S^2\approx1$ and $E^2\approx\rho^2+t^2a^2q^2$, so

$$\frac{d\bar x}{d\theta}\approx\frac{a^2t\rho^2}{4\pi}\int_{-\infty}^{\infty}\frac{dq}{(\rho^2+t^2a^2q^2)^{3/2}}
=\frac{a^2t\rho^2}{4\pi}\,\frac{2}{ta\rho^2}=\frac a{2\pi}.$$

The motion becomes uniform in $\theta$, and the total is again $a$. Shrinking the loop does not reduce the charge: the slopes grow as the path shortens. It does reduce the gap, so the cycle must be run more slowly.

**Numbers**

Take round model parameters $t=1$ eV, $a=0.5$ nm, $\delta=0.3\cos\theta$ eV and $\Delta=0.6\sin\theta$ eV. This is the ellipse with $\rho=0.6$ eV, so the gap is $2\rho=1.2$ eV all the way round.

At $\theta=0$ the centre is at $0.25\,a$ and $P=(0.25-0.25)e=0$. At $45^\circ$ it is at $0.3825\,a$, so $P=(0.25-0.3825)e=-0.1325\,e$. Uniform motion would give $0.25+45/360=0.375$, so the motion is not quite uniform: on this loop its rate per unit $\theta$ varies by about 10% either side of the small-loop value. The centre then passes $0.5\,a$, $0.75\,a$ and $1.0\,a$ at successive quarter turns, and ends at $1.25\,a$. The displacement is $a=0.5$ nm and $P$ has gone from $0$ to $-e$. The endpoints are the same polarization modulo $e$, although an electron has moved.

The centre can also be found without any Berry phase, from the position operator projected on the filled states of a long open chain. At four parameter points the two methods agreed within $2\times10^{-8}\,a$.

**How slow is slow?**

The small quantity is $|c|$. At $k=\pi/a$ on this ellipse, $\mathbf d$ has length $\rho$ and turns through the angle $\theta$, so $|\langle v|\partial_\theta u\rangle|=1/2$. With $2E$ equal to the gap,

$$|c|=\frac{\hbar|\dot\theta|}{2\times\text{gap}} .$$

I solved the time-dependent Schrödinger equation with $\theta=2\pi s-\sin2\pi s$, where $s$ is the elapsed fraction of the cycle time $T$. This starts and stops smoothly and has peak rate $4\pi/T$. Since $\hbar/\text{gap}=0.5485$ fs, the first-order estimate at the peak is $|c|\approx2\pi(0.5485\text{ fs})/T=3.4\text{ fs}/T$.

- For $T=200$ fs, $|c|\approx0.017$. Integrating the current gives 0.9996 electrons per spin. The displacement stays within $4\times10^{-4}\,a$ of the Berry-phase centre throughout; most of this is time-step error, and with a converged time integration the mismatch is about $3\times10^{-5}\,a$. Halving the time step divides the shortfall in charge by four, so it comes from the time step and not from the finite speed.
- For $T=10$ fs, $|c|\approx0.34$, which is no longer small, yet the charge is 1.001. The admixture $c$ is what carries the current, and it fades as the parameters come to rest: at the end of the cycle the upper band holds only about 0.03% of the electrons.
- For $T=1$ fs the estimate exceeds 1, so first-order theory has failed. The cell-averaged charge is 0.056: the parameters complete their loop, but the electrons do not follow. The site charges do not return either, so the two bonds pass different amounts, about 0.005 inside the cell and 0.108 between cells.

In these runs the peak value of $|c|$ is a cautious guide: it becomes large well before the transported charge departs clearly from an integer.

At a repetition rate of 1 GHz, $T=10^6$ fs and the cycle is very slow on this scale. The mean current has magnitude $e\times10^9\,\mathrm{s^{-1}}=0.160$ nA per spin, or 0.320 nA with both spins filled. Electrons move to the right, so the electric current points left.

**What this means for permittivity**

A permittivity calculation needs the small change of $P$ produced by a small change of field. The chain above contains no field, so it shows only how changes of $P$ are defined, not how the field response is computed. In a three-dimensional crystal the quantum $e$ used below becomes $e\mathbf R/\Omega$, with $\mathbf R$ a lattice vector and $\Omega$ the cell volume. On a continuous branch, the unknown multiple of $e$ is constant and drops out of the derivative. The danger is in subtracting two separately computed values of $P$: if they lie on different branches, the difference contains a spurious multiple of $e$. Intermediate points along the actual path, spaced closely enough that $P$ changes by much less than $e$ per step, remove that doubt.

The numerical output below lists the centres round the cycle and the results for the other loops.

## Table of computed values

```
hopping t = 1.0 eV, cell length a = 0.5 nm
loop amplitudes: delta 0.3 eV, Delta 0.6 eV
gap on the loop: min 1.2000 eV, max 1.2000 eV
theta (deg), delta (eV), Delta (eV), centre/a, P/e per spin
   0   0.3000   0.0000   0.2500  -0.0000
  45   0.2121   0.4243   0.3825  -0.1325
  90   0.0000   0.6000   0.5000  -0.2500
 135  -0.2121   0.4243   0.6175  -0.3675
 180  -0.3000   0.0000   0.7500  -0.5000
 225  -0.2121  -0.4243   0.8825  -0.6325
 270  -0.0000  -0.6000   1.0000  -0.7500
 315   0.2121  -0.4243   1.1175  -0.8675
 360   0.3000  -0.0000   1.2500  -1.0000
centre change per cycle = 1.000000 a
centre change per cycle = 0.5000 nm
polarization change per spin = -1.000000 e
largest mismatch with open-chain centres = 1.7e-08 a
derivatives at delta = 0.20 eV, Delta = 0.35 eV, in a/eV:
  d centre/d Delta: difference 0.23925, integral 0.23925
  d centre/d Delta: elliptic form 0.23925, m = 0.93147
  d centre/d delta: difference -0.37069, integral -0.37069
vertical line delta = 0.3 eV: centre change 0.49999 a
vertical line delta = -0.3 eV: centre change -0.49999 a
vertical line delta = 1.5 eV: centre change 0.49996 a
loop irregular, encloses origin: centre change 1.00000 a
loop wide, delta up to 2t: centre change 1.00000 a
loop reversed: centre change -1.00000 a
loop twice round: centre change 2.00000 a
loop origin outside: centre change -0.00000 a
cycle time 200 fs: electrons moved per spin 0.99963
cycle time 10 fs: electrons moved per spin 1.00098
cycle time 1 fs: electrons moved per spin 0.05625
slow cycle: largest path mismatch = 3.7e-04 a
hbar/gap = 0.5485 fs
mean current magnitude per spin at 1 GHz = 0.1602 nA
```
